# Harmonic-mean read reference for Gaussian resistance states of equal fractional spread

Take an array of 67,108,864 magnetic tunnel junctions, half in a low-resistance state of mean 5093 ohm and half in a high-resistance state of mean 10,186 ohm. Within each state the resistance varies from cell to cell with a standard deviation of 6 % of the mean. If every cell is compared with a reference midway between the means, at 7639 ohm, a Gaussian model predicts about 519 misread cells. If the reference is lowered by 849 ohm, to 6791 ohm, the prediction drops to about 0.93. No cell has changed. The lower value is the harmonic mean of the two mean resistances, and in this model it is the one reference at which both states are misread with equal probability.

Let the mean resistances be \(a\) and \(b\), with \(0<a<b\), and the standard deviations \(\sigma_a\) and \(\sigma_b\). One reference \(x\), for the present free of noise, serves the whole array. A cell is read as low if its resistance is below \(x\) and as high if it is above. Write

\[
\varphi(t)=\frac{e^{-t^2/2}}{\sqrt{2\pi}},\qquad Q(z)=\int_z^\infty \varphi(t)\,dt
\]

for the standard normal density and its upper tail. A low-state cell is misread when \(R>x\). With \(t=(R-a)/\sigma_a\) this means \(t>(x-a)/\sigma_a\). A high-state cell is misread when \(R<x\), and with \(t=(b-R)/\sigma_b\) this means \(t>(b-x)/\sigma_b\). Hence

\[
P_{\rm low}(x)=Q\!\left(\frac{x-a}{\sigma_a}\right),\qquad
P_{\rm high}(x)=Q\!\left(\frac{b-x}{\sigma_b}\right).
\]

These are conditional probabilities: each is the misread fraction of the cells in one given state. The arguments of \(Q\) are the read margins, counted in standard deviations.

Since \(Q'(z)=-\varphi(z)<0\), raising \(x\) strictly lowers \(P_{\rm low}\) and strictly raises \(P_{\rm high}\). The two curves can therefore cross only once. Because \(Q\) is strictly monotonic, equal probabilities require equal arguments:

\[
\frac{x-a}{\sigma_a}=\frac{b-x}{\sigma_b}.
\]

Multiplying by \(\sigma_a\sigma_b\) gives \(\sigma_b x-\sigma_b a=\sigma_a b-\sigma_a x\), and collecting \(x\),

\[
x=\frac{\sigma_b\,a+\sigma_a\,b}{\sigma_a+\sigma_b}.
\]

This is a weighted average in which each mean carries the spread of the other state, so the reference lies nearer to the narrower distribution. Subtracting \(a\) gives \(x-a=\sigma_a(b-a)/(\sigma_a+\sigma_b)\), and the common margin is

\[
z=\frac{b-a}{\sigma_a+\sigma_b}.
\]

If the absolute spreads are equal, the weights are equal and the reference is the midpoint \(M=(a+b)/2\). The midpoint thus rests on an assumption about the spreads, and a resistance that varies by a common fraction violates it.

Now let the fractional spreads be equal, \(\sigma_a=sa\) and \(\sigma_b=sb\). The balance condition becomes

\[
\frac1s\left(\frac{x}{a}-1\right)=\frac1s\left(1-\frac{x}{b}\right)
\quad\Longrightarrow\quad
x\left(\frac1a+\frac1b\right)=2,
\]

so that

\[
x=H=\frac{2ab}{a+b}.
\]

The value of \(s\) has cancelled: it sets the size of the errors but not the place where they balance. The distance to the midpoint is

\[
M-H=\frac{(a+b)^2-4ab}{2(a+b)}=\frac{(b-a)^2}{2(a+b)}>0,
\]

so the harmonic mean always lies below the midpoint. It also minimizes the larger of the two errors: moving \(x\) up from \(H\) raises \(P_{\rm high}\) above the common value, and moving it down raises \(P_{\rm low}\).

With the magnetoresistance ratio \(T=(b-a)/a\), so that \(b=a(1+T)\), the common margin and error are

\[
z=\frac{b-a}{s(a+b)}=\frac{T}{s(2+T)},\qquad P_{\rm low}=P_{\rm high}=Q(z).
\]

At the midpoint both states are \((b-a)/2=aT/2\) away from the reference, but this distance is measured against different spreads:

\[
z_{\rm low}=\frac{T}{2s},\qquad z_{\rm high}=\frac{T}{2s(1+T)}.
\]

The margins differ by the factor \(1+T\), and the high state has the smaller one.

The opening numbers follow. A junction of diameter 50 nm has an area of 1963.5 nm², and a resistance-area product of 10 ohm µm² gives \(a=5093\) ohm. With \(T=1\), \(b=2a\) and \(H=4a/3=6791\) ohm. With \(s=0.06\) the standard deviations are 306 and 611 ohm, and

\[
z=\frac{1}{0.06\times3}=5.56,\qquad Q(z)=1.38\times10^{-8}.
\]

At the midpoint the margins are \(1/0.12=8.33\) and \(1/0.24=4.17\). The low state then fails with probability \(3.9\times10^{-17}\) and the high state with \(1.5\times10^{-5}\). The midpoint gives the low state a margin it does not need and takes it from the high state, whose error is about 1100 times larger than at \(H\). For \(N\) cells, half in each state, the expected number of misreads is \(N(P_{\rm low}+P_{\rm high})/2\), which gives the 0.93 and 519 cells.

The crossing can be found without the algebra, by integrating the densities numerically and searching for the reference with equal tail areas. For four pairs of \(T\) and \(s\), with \(T\) from 0.5 to 2 and \(s\) from 0.05 to 0.12, the result agreed with \(H\) to a relative difference of at most \(2.5\times10^{-14}\). Errors can also be counted directly if the spread is made large. With \(T=1\), \(s=0.2\) and two million random cells per state, the misread fractions at \(H\) were 0.0478 and 0.0479, against a predicted 0.0478. At the midpoint they were 0.0061 and 0.106.

Two limits show when the choice matters. For small \(T\), the high-state margin lost by using the midpoint is

\[
\delta z=\frac{T}{s}\left[\frac{1}{2+T}-\frac{1}{2+2T}\right]
=\frac{T^2}{s(2+T)(2+2T)}\simeq\frac{T^2}{4s}.
\]

In the tail, \(Q(z)\simeq\varphi(z)/z\), so a small loss of margin multiplies the error by about \(e^{z\,\delta z}\). To leading order in \(T\), \(z\simeq T/2s\) and the exponent is \(T^3/8s^2\). At moderate \(T\) this is an overestimate: for \(T=0.3\) and \(s=0.025\) it gives 5.4, while \(z\,\delta z\) is 3.1. The midpoint is therefore harmless in a low-error memory of small \(T\) if \(T^3\ll 8s^2\). At a margin of 5.56, keeping the penalty below a factor of 2 needs \(T\) below about 0.05, far under the values considered here. It is not enough that \(H\) and \(M\) differ by a small fraction of the resistance.

In the opposite limit, \(b\gg a\), the reference tends to \(2a\) and the margin to \(1/s\). A larger resistance ratio cannot raise the margin beyond this value, because the high distribution widens in proportion to its mean. The same number marks the end of the model. A Gaussian of fractional width \(s\) assigns the weight \(Q(1/s)\) to negative resistance, and in this limit that unphysical weight becomes as large as the predicted error. In the example, \(1/s=16.7\) against \(z=5.56\), so it can be ignored.

The result has a simple form in terms of current. At a fixed read voltage \(V\), a resistance \(R\) carries the current \(V/R\), and

\[
\frac{V}{H}=\frac12\left(\frac{V}{a}+\frac{V}{b}\right).
\]

The reference current is halfway between the currents of the two mean resistances. At 0.1 V these are 19.64 and 9.82 µA, and the reference is 14.73 µA. A sense circuit that compares currents with this midpoint is already using the harmonic mean of the resistances. A reference made by averaging the currents of many cells comes close to it: for small \(s\) its current is higher by a fraction of about \(s^2\), because the mean of \(1/R\) exceeds the reciprocal of the mean resistance. In the example this shift alone gives errors of \(2.2\times10^{-8}\) (low) and \(1.1\times10^{-8}\) (high). The number of reference cells matters, because they have their own spread. Averaged over such references, the low-state error is about \(2\times10^{-5}\) with one low and one high cell, \(1\times10^{-7}\) with eight such pairs and \(3\times10^{-8}\) with 64.

Equal errors are not the same as the fewest errors. If both states occur equally often, the total to be minimized is \(P_{\rm low}+P_{\rm high}\). Define \(u=x/a-1\) and \(v=1-x/b\), so that the margins are \(u/s\) and \(v/s\). Then

\[
\frac{d}{dx}\left(P_{\rm low}+P_{\rm high}\right)
=-\frac{\varphi(u/s)}{sa}+\frac{\varphi(v/s)}{sb}.
\]

The second sign is positive because \(v\) falls as \(x\) rises. The derivative vanishes when \(\varphi(u/s)/\varphi(v/s)=a/b\), which is where the two resistance densities are equal. Taking the logarithm,

\[
u^2-v^2=2s^2\ln\frac ba .
\]

The left side factorizes as \((u-v)(u+v)\), with

\[
u-v=x\left(\frac1a+\frac1b\right)-2=2\left(\frac xH-1\right),\qquad
u+v=\frac{x(b-a)}{ab}.
\]

Inserting these, dividing by 2 and multiplying by \(Hab/(b-a)\) gives

\[
x^2-Hx=\frac{s^2Hab}{b-a}\ln\frac ba
=\frac{s^2H^2}{2}\,\frac{b+a}{b-a}\ln\frac ba ,
\]

where the last step uses \(ab=H(a+b)/2\). The positive root is

\[
x_{\rm min}=\frac H2\left[1+\sqrt{1+2s^2\,\frac{b+a}{b-a}\ln\frac ba}\,\right].
\]

For positive \(x\) the derivative is negative below this root and positive above it, so the root is the minimum. It lies above \(H\), by a fraction of order \(s^2\) when \(s\) is small at fixed \(b/a\). In the example \(2s^2\times3\ln2=0.0150\), which puts \(x_{\rm min}\) at 6816 ohm, 25 ohm above \(H\). The errors there are \(0.86\times10^{-8}\) for the low state and \(1.75\times10^{-8}\) for the high state, and their sum is 5.7 % smaller than at \(H\). Balancing the errors thus costs little in total error here, whereas the midpoint costs a factor of several hundred.

The condition that deserves most suspicion is the Gaussian shape. Errors of order \(10^{-8}\) are made by cells whose resistance is a third above the low mean or a third below the high mean, and a good Gaussian fit near the centre says little about such cells. Suppose instead that the conductance \(g=1/R\) is Gaussian, with means \(1/a\) and \(1/b\) and equal fractional spread \(s\). This would follow if the junction area had a Gaussian distribution at fixed resistance-area product. Here \(a\) and \(b\) are the reciprocals of the mean conductances, which for small \(s\) lie below the mean resistances by a fraction of about \(s^2\). A low-state cell is now misread when \(g<1/x\) and a high-state cell when \(g>1/x\), so the margins are

\[
\frac{1/a-1/x}{s/a}=\frac1s\left(1-\frac ax\right),\qquad
\frac{1/x-1/b}{s/b}=\frac1s\left(\frac bx-1\right).
\]

Equating them gives \(2=(a+b)/x\), or \(x=M\). The midpoint of \(a\) and \(b\) is then the right choice, and their harmonic mean is the wrong one: at \(H\) the errors are \(1.5\times10^{-5}\) for the low state and \(3.9\times10^{-17}\) for the high state, the earlier midpoint values with the states exchanged.

In the example, a log-normal resistance lies between these cases. It would arise if the logarithm of the resistance were linear in a barrier thickness with Gaussian variation. To give \(R\) the mean \(a\) and fractional spread \(s\), \(\ln R\) must have variance \(w^2=\ln(1+s^2)\) and mean \(\ln a-w^2/2\). The high state has the same \(w\), so the balance lies halfway between the two logarithmic means:

\[
\ln x=\frac{\ln a+\ln b}{2}-\frac{w^2}{2}
\quad\Longrightarrow\quad
x=\sqrt{\frac{ab}{1+s^2}} .
\]

This is 7190 ohm in the example. A reference left at \(H\) would give errors of \(6.9\times10^{-7}\) and \(8\times10^{-12}\). Numerical searches with both alternative densities confirmed these balance points. Equal fractional spread alone therefore does not select the harmonic mean. It does so if the resistance distributions of both states also have the same symmetric shape, including the tails beyond the threshold, as the Gaussians do here. A few shorted junctions would break this condition: they are misread whenever they should be high, however well the rest of the distribution fits.

A series access transistor shows another limit of the rule. If it adds a fixed resistance \(r\), both means shift by \(r\) and the spreads stay at \(sa\) and \(sb\). The weights in the general formula sum to one, so the balance moves to \(H+r\). The harmonic mean of the total resistances is a different number, because the totals no longer have equal fractional spreads. For \(r=2000\) ohm the two values are 8791 and 8967 ohm. If the transistor also varies, with a standard deviation of 100 ohm, its variance adds to that of each state. The errors at \(H+r\) become \(6.5\times10^{-8}\) (low) and \(2.1\times10^{-8}\) (high), and at the harmonic mean of the totals \(2.8\times10^{-9}\) and \(1.0\times10^{-7}\). An absolute spread common to both states widens the narrower one by the larger fraction, so the balance shifts from \(H+r\) towards the midpoint.

An offset of the sense amplifier acts in a similar way. For a Gaussian offset of 0.3 µA, about 2 % of the reference current, averaging over the offset with the reference centred on \(H\) and no transistor gives \(1.7\times10^{-7}\) for the low state and \(3.2\times10^{-8}\) for the high state. The thermal and shot noise of the junction itself is much smaller. If forward and backward tunnelling events are independent, their currents \(I_+\) and \(I_-\) add in the noise, with spectral density \(2e(I_++I_-)\), and subtract in the net current \(I=I_+-I_-\). Thermal equilibrium in each electrode gives \(I_-/I_+=e^{-eV/kT_K}\), with \(T_K\) the absolute temperature, so

\[
S=2eI\,\frac{1+e^{-eV/kT_K}}{1-e^{-eV/kT_K}}=2eI\coth\frac{eV}{2kT_K}.
\]

For a 5 ns read, with a bandwidth of 100 MHz, this amounts to 0.026 µA rms in the low state at 300 K, less than a tenth of the offset.

The parameters represent, roughly, an MgO junction in a spin-transfer-torque memory. A magnetoresistance of 100 % at the read bias and a spread of several per cent are plausible values, not data for a particular product. Real junctions lose magnetoresistance on heating. If \(T\) falls to 85 % at 85 °C while \(a\) and \(s\) stay fixed, a reference kept at 6791 ohm gives a high-state error of \(1.6\times10^{-6}\). Re-centring it at the new harmonic mean, 6612 ohm, brings both errors to \(3.3\times10^{-7}\). Real junctions also break the assumption of equal fractional spread, because \(T\) itself varies. An independent 5 % variation of \(T\) raises the high-state spread from 6 to 6.5 %, and the high-state error at \(H\), with the high state still taken as Gaussian, becomes \(1.5\times10^{-7}\). This is an overestimate: the product of the two Gaussian factors has a thinner lower tail and gives about a third of that value. Among the departures sized here, the largest change at fixed \(H\) comes from replacing Gaussian resistance by Gaussian conductance, which raises the larger error about 1100 times.

Reading must also leave the cell intact. For a single-domain perpendicular layer at angle \(\theta\) from its axis, the restoring torque varies as \(\sin\theta\cos\theta\). A spin torque of constant efficiency and destabilizing polarity opposes it as \(i\sin\theta\), where \(i\) is the current divided by its critical value. In units of the zero-current barrier \(\Delta\), the work up to the angle where the net torque vanishes is

\[
\int_0^{\arccos i}2(\cos\theta-i)\sin\theta\,d\theta
=(1-i^2)-2i(1-i)=(1-i)^2 .
\]

With a critical current of 60 µA, \(i=0.327\) and the factor is 0.453. For \(\Delta=60\,kT_K\) at 300 K and an attempt time of 1 ns, a stationary escape rate gives a disturb probability of \(5\,e^{-60\times0.453}=8\times10^{-12}\) per 5 ns read, the number of attempts times the Boltzmann factor of the reduced barrier. At 85 °C, with the barrier energy held fixed, it is \(7\times10^{-10}\). Within the single-domain model both figures are upper estimates. The stationary rate is reached only after several relaxation times of the magnetization, which are set by the damping and the anisotropy field. An attempt time of 1 ns corresponds here to a relaxation time of about 2 ns, so a 5 ns read ends too early. For a relaxation time of 2 ns, the Fokker–Planck equation of this model gives about \(4\times10^{-16}\) at 300 K and \(1\times10^{-13}\) at 85 °C. A real 50 nm layer need not reverse as a single domain, and its barrier energy falls on heating, so none of these numbers bounds the disturb rate of a device. This probability accumulates over repeated reads, whereas the misread probability is a fixed fraction of cells, so the two should not be compared as single numbers. The field across a 1 nm barrier is 1 MV/cm, a tenth of a rough breakdown field of 10 MV/cm.

Once the reference is balanced, the model allows a further reduction of the common error only through a larger \(T\) or a smaller \(s\). Solving \(z=T/[s(2+T)]\) for the spread,

\[
s=\frac{T}{(2+T)\,z}.
\]

An error of \(10^{-9}\) needs \(z=6.00\), hence \(s=1/(3\times6.00)=5.56\,\%\) at \(T=1\). Within this model, reducing the spread from 6 to 5.56 % lowers the error about fourteenfold. The numerical output below lists the main values used here.

## Table of computed values

```
largest relative gap, root search vs harmonic mean: 2.5e-14
sampling: T = 1, s = 0.2, 2000000 cells per state
sampled errors at harmonic mean: low 4.784e-02, high 4.791e-02
predicted common error in sampling case: 0.04779
sampled errors at midpoint: low 6.146e-03, high 1.058e-01
inputs: diameter 50.0 nm, RA 10.0 ohm um2
inputs: T 100 %, s 6 %, read voltage 0.1 V
junction area: 1963.5 nm2
mean resistances: low 5093.0, high 10185.9 ohm
standard deviations: low 305.6, high 611.2 ohm
harmonic mean 6790.6, midpoint 7639.4, gap 848.8 ohm
currents: low 19.635, high 9.817, reference 14.726 uA
common margin at harmonic mean: 5.5556 standard deviations
midpoint margins: low 8.333, high 4.167
errors at harmonic mean: low 1.384e-08, high 1.384e-08
errors at midpoint: low 3.930e-17, high 1.545e-05
high error, midpoint / harmonic: 1116.9
array size: 67108864 cells, half in each state
expected misreads at harmonic mean: 0.92855 cells
expected misreads at midpoint: 518.56 cells
spread allowed for error 1e-09: 5.558 %
least-total-error reference: 6815.9 ohm
errors there: low 8.581e-09, high 1.753e-08
total error there / total at harmonic mean: 0.94341
negative-resistance margin 1/s: 16.667 standard deviations
balance point, Gaussian conductance: 7639.4 ohm
errors at H, Gaussian conductance: low 1.545e-05, high 3.930e-17
balance point, log-normal resistance: 7189.6 ohm
errors at H, log-normal resistance: low 6.862e-07, high 8.261e-12
hot case: 85 C, T 85 %
hot errors, reference kept at H: low 1.384e-08, high 1.623e-06
hot harmonic mean: 6611.9 ohm
hot errors, reference re-centred: low 3.335e-07, high 3.335e-07
T spread 5 % gives high-state spread 6.502 %
errors at H with T spread: low 1.384e-08, high 1.473e-07
transistor: 2000 ohm, standard deviation 100 ohm
references: H + r 8790.6, harmonic of totals 8966.7 ohm
errors at H + r: low 6.458e-08, high 2.095e-08
errors at harmonic of totals: low 2.809e-09, high 1.006e-07
sense offset, standard deviation: 0.3 uA
errors at H with sense offset: low 1.692e-07, high 3.207e-08
read time 5 ns, bandwidth 100 MHz
thermal and shot noise, low state, rms: 0.025613 uA
disturb inputs: barrier 60 kT at 300 K
critical current 60 uA, attempt time 1 ns
read / critical current 0.3272, barrier factor 0.4526
disturb per read: 8.04e-12 at 300 K, 6.61e-10 hot
barrier 1.0 nm: field 1.00 MV/cm
rough breakdown field taken: 10 MV/cm
```
